# Why a defect eigenvalue is not generally a charge transition level

**Question**

I am studying a deep electron trap for a charge-trap memory cell. In the neutral defect supercell, one occupied Kohn-Sham level lies in the gap, and its orbital sits on the defect. I took its distance from the valence-band edge as the $(+/0)$ transition level, since that is the energy of the electron that leaves. A colleague says that I need total energies of both charge states, each with relaxed atoms. For one defect I tried, the two answers nearly coincide. Is the eigenvalue good enough when the orbital is well localized? If not, what does it miss, and how large are the missing pieces?

**Answer**

Localization does not make the eigenvalue safe: the missing pieces vanish for a very extended orbital whose hole stays extended, but not for a localized one. Near agreement can also be a cancellation. To see this, write the transition level as a total-energy difference and remove the electron in stages.

**What the transition level is**

Let $E_0$ and $E_+$ be the total energies of the neutral and positive cells. The formation energy of the positive state contains an extra $+\mu_e$, where $\mu_e$ is the energy of the electron reservoir. The host energy and the atomic chemical potentials are the same for both states and cancel when the two formation energies are equated:

$$E_0(Q_0)=E_+(Q_+)+\mu_e .$$

The value of $\mu_e$ at this crossing is the transition level,

$$\varepsilon(+/0)=E_0(Q_0)-E_+(Q_+). \tag{1}$$

Here $Q$ stands for the atomic positions, and $Q_0$ and $Q_+$ are the relaxed positions of the two states. Subtracting the valence-band edge puts the level on your scale. The same number is subtracted from the eigenvalue, so the difference between eigenvalue and level is unaffected. In a periodic supercell, $E_+$ must first be corrected for the interaction of the charge with its images and for the alignment of the potential. The open cluster used below has no images.

**A model in which each piece can be seen**

Take spinless electrons on a chain of sites, with density matrix $\gamma$ and site occupations $n_i=\gamma_{ii}$. Each site carries a fixed background charge $+1/2$. One breathing coordinate $Q$ shifts the energy of the defect sites, whose total occupation is $n_D$. The energy functional is

$$E=\sum_{ij}h_{ij}\gamma_{ij}+\tfrac12\sum_{ij}V_{ij}(n_i-\tfrac12)(n_j-\tfrac12)-\tfrac{\alpha}{2}\sum_{ij}V_{ij}\gamma_{ij}^2+\tfrac12kQ^2+gQ(n_D-1). \tag{2}$$

The repulsion $V_{ij}$ acts between different sites, so $V_{ii}=0$. An orbital confined to a single site would therefore not repel itself in this model, unlike a real orbital in an approximate functional; the defect used below has two sites. At $\alpha=0$ the interaction depends on the density alone, as in a Kohn-Sham calculation with an approximate functional, and an electron spread over several sites repels itself. At $\alpha=1$ the functional is Hartree-Fock. Values in between imitate hybrids, whose eigenvalues are of generalized Kohn-Sham type.

The derivative of $E$ with respect to $\gamma_{ij}$ is the effective one-electron matrix

$$F_{ij}=h_{ij}+gQ\,d_i\delta_{ij}+\delta_{ij}\sum_kV_{ik}(n_k-\tfrac12)-\alpha V_{ij}\gamma_{ij},$$

with $d_i=1$ on defect sites and $0$ elsewhere. The defect orbital $\phi$, real and normalized, obeys $F\phi=\varepsilon_d\phi$ in the neutral cell.

**Stage 1: remove the electron and freeze everything else**

Replace $\gamma_{ij}$ by $\gamma_{ij}-\phi_i\phi_j$ at fixed $Q_0$. The terms linear in $\phi_i\phi_j$ are

$$-\sum_{ij}h_{ij}\phi_i\phi_j-gQ_0\sum_id_i\phi_i^2-\sum_{ij}V_{ij}\phi_i^2(n_j-\tfrac12)+\alpha\sum_{ij}V_{ij}\gamma_{ij}\phi_i\phi_j .$$

This is $-\sum_{ij}\phi_iF_{ij}\phi_j=-\varepsilon_d$. The quadratic terms come from the repulsion and from the exchange:

$$\tfrac12\sum_{ij}V_{ij}\phi_i^2\phi_j^2-\tfrac{\alpha}{2}\sum_{ij}V_{ij}\phi_i^2\phi_j^2=\tfrac{1-\alpha}{2}J,\qquad J=\sum_{ij}V_{ij}\phi_i^2\phi_j^2 .$$

There are no higher terms, because (2) is quadratic in $\gamma$. Hence

$$E_0-E_+^{\rm frozen}=\varepsilon_d-S,\qquad S=\tfrac{1-\alpha}{2}J. \tag{3}$$

The eigenvalue contains the full repulsion $(1-\alpha)J$ of the electron with its own density, while the total energy contains half of it. This difference is $S$. For a functional that is not quadratic, one can define $S$ by the first equation in (3), but the formula with $J$ no longer holds as it stands.

**Stage 2: let the other orbitals respond**

The frozen state is one of the states over which the energy of the positive cell is minimized. If the self-consistent positive state is the minimum, its energy cannot be higher:

$$R_{\rm el}=E_+^{\rm frozen}-E_+(Q_0)\ge0 .$$

Physically, the remaining electrons move toward the hole and screen it.

**Stage 3: let the atoms respond**

Since $Q_+$ minimizes $E_+$,

$$R_{\rm lat}=E_+(Q_0)-E_+(Q_+)\ge0 .$$

Adding the three differences gives

$$\boxed{\varepsilon(+/0)=\varepsilon_d-S+R_{\rm el}+R_{\rm lat}} \tag{4}$$

For $\alpha<1$, self-interaction by itself would place the eigenvalue above the level of the same functional. Both relaxations lower $E_+$ and therefore raise the level. The corrections have opposite signs, so their sum can be small while each is large.

**The same result from fractional occupation**

Let the defect orbital hold $x$ electrons at fixed $Q_0$, with $\phi_k$ and $f_k$ the orbitals and their occupations. Then

$$\frac{dE}{dx}=\sum_{ij}F_{ij}\frac{d\gamma_{ij}}{dx}=\varepsilon_d(x)+\sum_kf_k\varepsilon_k\frac{d}{dx}\sum_i\phi_{k,i}^2=\varepsilon_d(x).$$

The last sum vanishes because the orbitals stay normalized. This is Janak's theorem, and integrating it gives the vertical level, the one at fixed atoms:

$$E_0(Q_0)-E_+(Q_0)=\int_0^1\varepsilon_d(x)\,dx=\varepsilon_d-S+R_{\rm el}. \tag{5}$$

The neutral eigenvalue is the integrand at the end point $x=1$. It equals the integral if $\varepsilon_d(x)$ is constant. The exact functional has this property, since its energy is linear between integer electron numbers. Its highest occupied eigenvalue, taken as the limit from the electron-poor side, is then the vertical level. Even so, $R_{\rm lat}$ is missing.

If $\varepsilon_d(x)$ is a straight line of slope $c$, the integral is $\varepsilon_d-c/2$. Comparison with (5) gives $c=2(S-R_{\rm el})$: self-interaction tilts the line upward, and screening reduces the tilt.

**The case of a single electron**

Take two defect sites, one electron, $Q=0$ and $\alpha=0$. Let the site energy be $\Delta$, the hopping matrix element $-t$ and the repulsion between the sites $V$. The electron occupies the bonding orbital, so $n_1=n_2=1/2$. Each site is neutral on average, the electrostatic potential vanishes, and $\varepsilon_d=\Delta-t$.

- In the functional, the one-electron energy is $\Delta-t$. The empty centre has the background energy $V(-\tfrac12)(-\tfrac12)=V/4$. The total-energy difference is $\Delta-t-V/4$.
- In truth, the electron is on one site or the other, so $(n_1-\tfrac12)(n_2-\tfrac12)=-\tfrac14$ in either case. The one-electron energy is $\Delta-t-V/4$, and the removal level is $\Delta-t-V/2$.

With $\Delta=1.5$ eV, $t=2.0$ eV and $V=2.88$ eV, the eigenvalue is $-0.50$ eV, the total-energy difference $-1.22$ eV and the true level $-1.94$ eV. Total energies cure half of the self-interaction error here. The other half sits in the approximate energy itself. Two questions must therefore be kept apart: whether the eigenvalue equals the level of its own functional, and whether that level is right.

**Numbers for a defect in a polarizable host**

Now put this centre in the middle of a chain of 14 sites with 7 electrons. The sites are 2.5 Å apart. The host consists of two-site bonds with hopping 3.0 eV inside a bond and 0.5 eV between bonds. The repulsion is $V_{ij}=e^2/(4\pi\epsilon_0\epsilon_r r_{ij})$ with $\epsilon_r=2$, which gives the 2.88 eV above for neighbours. The lattice has $g=2.5$ eV/Å and $k=8.0$ eV/Å$^2$. These are round model values, not those of a material. Equation (2) is solved self-consistently for each charge state, and $Q$ is found from the condition of zero force, $kQ=g(1-n_D)$.

At $\alpha=0$ the defect eigenvalue is $-0.48$ eV, between neighbouring eigenvalues at $-2.66$ and $2.61$ eV. It is a clean gap state, with 97% of its orbital on the defect. The pieces are $S=0.71$, $R_{\rm el}=0.16$ and $R_{\rm lat}=0.37$ eV, so

$$\varepsilon(+/0)=-0.48-0.71+0.16+0.37=-0.66\ \text{eV}.$$

The eigenvalue misses the level by 0.18 eV, although the three corrections have magnitudes that add up to $0.713+0.164+0.372=1.25$ eV.

The eigenvalue moves from $-0.48$ eV at $x=1$ to $-1.03$ eV at $x=1/2$ and $-1.59$ eV at $x=0$. The total drop of 1.11 eV is close to the straight-line value $2(0.713-0.164)=1.10$ eV. The half-occupied eigenvalue therefore nearly reproduces the vertical level, also $-1.03$ eV. It still lacks the lattice term.

That term can be estimated by hand. The coordinate moves from 0.002 to 0.308 Å. Apart from $\tfrac12kQ^2$, the energy $E_+(Q)$ is a minimum over functions linear in $Q$, hence concave, so the curvature of $E_+$ is at most $k$. Because the force vanishes at $Q_+$,

$$R_{\rm lat}\le\tfrac12k(Q_+-Q_0)^2=\tfrac12(8.0)(0.306)^2=0.375\ \text{eV},$$

just above the computed 0.372 eV.

Changing $\alpha$ shows how misleading agreement can be. The last column needs a reference: the lowest energies of the many-electron Hamiltonian with the same $h$, $V$ and classical lattice, found by numerical diagonalization over all electron configurations. They give a level of $-1.45$ eV. All energies are in eV.

| $\alpha$ | $\varepsilon_d$ | $S$ | $R_{\rm el}$ | $R_{\rm lat}$ | $\varepsilon(+/0)$ | minus reference |
|---|---|---|---|---|---|---|
| 0 | −0.48 | 0.71 | 0.16 | 0.37 | −0.66 | 0.79 |
| 0.25 | −0.83 | 0.53 | 0.13 | 0.37 | −0.86 | 0.59 |
| 0.872 | −1.71 | 0.09 | 0.09 | 0.37 | −1.34 | 0.11 |
| 1 | −1.90 | 0 | 0.09 | 0.37 | −1.44 | 0.01 |

At $\alpha=0.25$ the eigenvalue and the level agree to 0.03 eV. Your near coincidence could be of this kind. The agreement arises because $S$ almost equals $R_{\rm el}+R_{\rm lat}$, and the level itself is 0.59 eV above the reference.

The value $\alpha=0.872$ was found by solving $S=R_{\rm el}$ numerically. By (5), the eigenvalue is then the vertical level, and it lies below the transition level by $R_{\rm lat}=0.37$ eV. At $\alpha=1$ the self-interaction term is gone, yet the eigenvalue is 0.46 eV too low for its own functional, because both relaxations are missing.

The tuned functional does not give the best level here; Hartree-Fock total energies come closer. That is a result for this spinless model, not a recommendation for solids. Nor is the whole last column self-interaction: changing $\alpha$ also changes the exchange between different electrons, and correlation is absent from (2). The column compares energies on the common electrostatic zero. In a solid, the band edge can also differ between functionals, and that difference enters the level measured from the edge.

The chain length matters little. With 30 sites at $\alpha=0$, $R_{\rm el}$ rises by 0.002 eV and the level by the same amount. This fast convergence belongs to the chain: the polarization energy of matter at distance $r$ falls as $1/r^4$, and here that matter lies along a line. In a three-dimensional solid it fills a volume, the part beyond a radius $L$ falls only as $1/L$, and the size of $R_{\rm el}$ found here does not carry over.

**When the eigenvalue does become the level**

Suppose the orbital spreads evenly over $M$ sites, $\phi_i^2=1/M$. Then $J=M^{-2}\sum_{ij}V_{ij}$ is an average repulsion. For a Coulomb interaction on a chain it falls roughly as $(\ln M)/M$ once $M$ is large, so $S\to0$. The potential change felt by the other electrons is of the same order on each site. For filled states separated from the empty ones by a gap, the response energy is quadratic in it, so over about $M$ sites it scales at most as $M[(\ln M)/M]^2$, which also vanishes. The hole itself can mix with nearby band states, whose energies are too close for this estimate. But the band-edge orbital is the cheapest one to empty, and the repulsion term in (3) is never negative for $\alpha\le1$. With everything else frozen, a change in the hole's shape therefore gains at most $S$, which vanishes as well. These estimates bound reshaping and screening one at a time, not together: a hole that contracts is screened more strongly, and that gain can pay for the contraction.

If each site has its own mode with coupling $g$ and stiffness $k$, removing $1/M$ of an electron per site gains $g^2/(2kM^2)$ per site, or $g^2/(2kM)$ in all. This vanishes too, as long as the hole remains evenly spread. For an extended band-edge state, the eigenvalue therefore approaches the removal energy of its own functional, provided that the hole stays extended. The proviso is not automatic. In the defect-free chain with such modes, self-repulsion keeps the hole spread at $\alpha=0$, but at $\alpha=1$ the hole traps itself on about eight sites, and the lattice gain stays near 0.04 eV instead of falling as the chain is lengthened. Whether that energy is right remains a separate question. A trap is the opposite case.

**What to do with your supercell**

The $(+/0)$ level describes a trap that is neutral when filled. A trap that is neutral when empty needs the $(0/-)$ level instead, from the neutral and negative cells. For $(+/0)$, compute both charge states, relax each, correct the charged cell, and use (1). Then check two things. The hole must be on the defect, because otherwise the energy difference is not the level of the trap: in the model at $\alpha=0$, 97% of the charge removed at fixed atoms comes from the defect sites. And the positive state must be the lowest one for that charge, since a solution stuck in a higher state makes the apparent relaxation too small or even negative.

An extra calculation of the positive cell at the neutral geometry separates $R_{\rm lat}$ from the vertical part. It needs its own charge correction, with the electronic dielectric constant, because the atoms have not responded to the charge. The difference between the neutral eigenvalue and that vertical level is $S-R_{\rm el}$. If it is small, the eigenvalue is consistent with the total energies at fixed atoms. This says nothing about $R_{\rm lat}$, and it does not show that the functional places the level correctly.
